# The Obara–Saika recurrence for electron repulsion integrals, derived from three-centre overlaps: a numerical check

```python
"""Obara-Saika recurrence for electron repulsion integrals (ab|cd).

Result under test, for unnormalised primitive Cartesian Gaussians:
 (a+1 b|cd)^m = (P-A)(ab|cd)^m + (W-P)(ab|cd)^(m+1)
   + a/(2 zeta) [(a-1 b|cd)^m - rho/zeta (a-1 b|cd)^(m+1)]
   + b/(2 zeta) [(a b-1|cd)^m - rho/zeta (a b-1|cd)^(m+1)]
   + [c (ab|c-1 d)^(m+1) + d (ab|c d-1)^(m+1)] / (2 (zeta+eta))
for one Cartesian direction. With b = d = 0 five terms remain.
zeta, eta: summed exponents of electrons 1 and 2; P, Q: their product
centres; rho = zeta eta/(zeta+eta); W = (zeta P + eta Q)/(zeta+eta).
Auxiliary integrals: (ab|cd)^m = 2/sqrt(pi) int_0^inf tau^m I(u) du, where
I(u) has the kernel exp(-u^2 r12^2) and tau = u^2/(rho+u^2).
Lengths are in bohr, exponents in bohr^-2.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy.special import hyp1f1

# (exponent, centre) of the functions a, b, c, d
SHELLS = ((0.8, (0.0, 0.0, 0.0)), (1.2, (1.0, 0.4, -0.2)),
          (1.0, (0.5, -0.6, 0.9)), (2.0, (2.0, 0.3, 0.6)))
S, PX, DXX = (0, 0, 0), (1, 0, 0), (2, 0, 0)


def pair_data(shells):
    e = [sh[0] for sh in shells]
    x = [np.array(sh[1]) for sh in shells]
    zeta, eta = e[0] + e[1], e[2] + e[3]
    P = (e[0] * x[0] + e[1] * x[1]) / zeta
    Q = (e[2] * x[2] + e[3] * x[3]) / eta
    W = (zeta * P + eta * Q) / (zeta + eta)
    return zeta, eta, zeta * eta / (zeta + eta), P, Q, W


def pair_factors(shells):
    """Gaussian product prefactors K_AB and K_CD."""
    out = []
    for (e1, x1), (e2, x2) in (shells[:2], shells[2:]):
        dist2 = np.sum((np.array(x1) - np.array(x2))**2)
        out.append(np.exp(-e1 * e2 / (e1 + e2) * dist2))
    return out


def shifted(powers, k, i, step):
    new = [list(p) for p in powers]
    new[k][i] += step
    return tuple(tuple(p) for p in new)


def recurrence_terms(value, shells, powers, i, m):
    """Eight pairs (coefficient, integral) whose products sum to (a+1_i b|cd)^m."""
    zeta, eta, rho, P, Q, W = pair_data(shells)

    def lowered(k, order, factor):
        n = powers[k][i]
        if n == 0:
            return 0.0, 0.0
        return n * factor, value(shells, shifted(powers, k, i, -1), order)

    terms = [(P[i] - shells[0][1][i], value(shells, powers, m)),
             (W[i] - P[i], value(shells, powers, m + 1))]
    for k in (0, 1):
        terms.append(lowered(k, m, 1 / (2 * zeta)))
        terms.append(lowered(k, m + 1, -rho / (2 * zeta**2)))
    for k in (2, 3):
        terms.append(lowered(k, m + 1, 1 / (2 * (zeta + eta))))
    return terms


def total(terms):
    return sum(coef * val for coef, val in terms)


def boys(m, T):
    return hyp1f1(m + 0.5, m + 1.5, -T) / (2 * m + 1)


def seed_prefactor(shells):
    zeta, eta = pair_data(shells)[:2]
    return 2 * np.pi**2.5 * np.prod(pair_factors(shells)) / (
        zeta * eta * np.sqrt(zeta + eta))


@lru_cache(maxsize=None)
def recursive(shells, powers, m):
    """Integral built only from Boys-function seeds and the recurrence."""
    orders = ((0, 1, 2, 3), (1, 0, 2, 3), (2, 3, 0, 1), (3, 2, 0, 1))
    for k in range(4):
        if sum(powers[k]) > 0:
            sh = tuple(shells[j] for j in orders[k])
            pw = tuple(powers[j] for j in orders[k])
            i = next(j for j in range(3) if pw[0][j] > 0)
            return total(recurrence_terms(recursive, sh,
                                          shifted(pw, 0, i, -1), i, m))
    zeta, eta, rho, P, Q, W = pair_data(shells)
    return seed_prefactor(shells) * boys(m, rho * np.sum((P - Q)**2))


# ---------- integrals from their definitions, by quadrature ----------
zeta, eta, rho, P, Q, W = pair_data(SHELLS)


def gauss_exponent(i, x1, x2):
    xs = (x1, x1, x2, x2)
    return sum(SHELLS[k][0] * (xs[k] - SHELLS[k][1][i])**2 for k in range(4))


def polynomial(i, powers, x1, x2):
    xs = (x1, x1, x2, x2)
    out = np.ones_like(x1)
    for k in range(4):
        out = out * (xs[k] - SHELLS[k][1][i])**powers[k][i]
    return out


# Quadrature in u on (0, infinity) and a two-dimensional Gauss-Hermite rule
# for the coordinates of both electrons along each direction.
node, weight = np.polynomial.legendre.leggauss(60)
node, weight = (node + 1) / 2, weight / 2
U = node / (1 - node)
U_WEIGHT = 2 / np.sqrt(np.pi) * weight / (1 - node)**2
TAU = U**2 / (rho + U**2)
h, hw = np.polynomial.hermite.hermgauss(8)
Z = np.array([g.ravel() for g in np.meshgrid(h, h, indexing="ij")])
ZW = np.outer(hw, hw).ravel()
LINES = []
for i in range(3):
    rows1, rows2, dens = [], [], []
    for u in U:
        M = np.array([[zeta + u*u, -u*u], [-u*u, eta + u*u]])
        centre = np.linalg.solve(M, [zeta * P[i], eta * Q[i]])
        low = np.linalg.cholesky(M)
        x1, x2 = centre[:, None] + np.linalg.solve(low.T, Z)
        power = np.sum(Z**2, axis=0) - gauss_exponent(i, x1, x2)
        power = power - u*u * (x1 - x2)**2
        rows1.append(x1)
        rows2.append(x2)
        dens.append(ZW * np.exp(power) / (low[0, 0] * low[1, 1]))
    LINES.append((np.array(rows1), np.array(rows2), np.array(dens)))


@lru_cache(maxsize=None)
def fixed_u(powers):
    """I(u) at all nodes u."""
    out = np.ones(len(U))
    for i, (x1, x2, dens) in enumerate(LINES):
        out = out * np.sum(dens * polynomial(i, powers, x1, x2), axis=1)
    return out


def auxiliary(shells, powers, m):
    return np.sum(U_WEIGHT * TAU**m * fixed_u(powers))


def coulomb_direct(powers):
    """Six-dimensional integral with 1/r12 itself, r = r1-r2 in polar form."""
    r, wr = np.polynomial.legendre.leggauss(60)
    r, wr = 4.5 * (r + 1), 4.5 * wr
    mu, wmu = np.polynomial.legendre.leggauss(40)
    phi = 2 * np.pi * np.arange(48) / 48
    R, MU, PHI = np.meshgrid(r, mu, phi, indexing="ij")
    sine = np.sqrt(1 - MU**2)
    rel = [g.ravel() for g in (R*sine*np.cos(PHI), R*sine*np.sin(PHI), R*MU)]
    out = ((r * wr)[:, None, None] * wmu[None, :, None]
           * np.full(48, 2 * np.pi / 48)[None, None, :]).ravel()
    t, tw = np.polynomial.hermite.hermgauss(6)
    scale = np.sqrt(zeta + eta)
    for i in range(3):
        mid = W[i] + t[None, :] / scale
        x1 = mid + eta / (zeta + eta) * rel[i][:, None]
        x2 = mid - zeta / (zeta + eta) * rel[i][:, None]
        f = np.exp(t**2 - gauss_exponent(i, x1, x2))
        out = out * np.sum(tw * f * polynomial(i, powers, x1, x2), axis=1) / scale
    return np.sum(out)


# ---------- tests ----------
# Three-centre overlap recurrence at a fixed position of electron 2.
grid = np.linspace(-12, 12, 2401)
u0, x2_fixed = 0.9, 0.7
(al, A), (be, B) = SHELLS[0], SHELLS[1]


def overlap3(a, b):
    f = np.exp(-al*(grid-A[0])**2 - be*(grid-B[0])**2 - u0**2*(grid-x2_fixed)**2)
    return np.sum((grid-A[0])**a * (grid-B[0])**b * f) * (grid[1] - grid[0])


G = (zeta * P[0] + u0**2 * x2_fixed) / (zeta + u0**2)
dev_overlap = 0.0
for a in range(4):
    for b in range(4):
        parts = [(G - A[0]) * overlap3(a, b)]
        if a:
            parts.append(a * overlap3(a - 1, b) / (2 * (zeta + u0**2)))
        if b:
            parts.append(b * overlap3(a, b - 1) / (2 * (zeta + u0**2)))
        err = abs(overlap3(a + 1, b) - sum(parts)) / sum(map(abs, parts))
        dev_overlap = max(dev_overlap, err)
assert dev_overlap < 1e-11

# Coupled pair of equations at fixed u, for four p_x functions.
four_p = (PX, PX, PX, PX)
I0 = fixed_u(four_p)
up_a, up_c = (fixed_u(shifted(four_p, k, 0, 1)) for k in (0, 2))
low4 = [fixed_u(shifted(four_p, k, 0, -1)) for k in range(4)]
Ax, Cx = SHELLS[0][1][0], SHELLS[2][1][0]
bra = ((P[0]-Ax) * I0 + U**2/(zeta+U**2) * (up_c + (Cx-P[0]) * I0)
       + (low4[0] + low4[1]) / (2 * (zeta + U**2)))
ket = ((Q[0]-Cx) * I0 + U**2/(eta+U**2) * (up_a + (Ax-Q[0]) * I0)
       + (low4[2] + low4[3]) / (2 * (eta + U**2)))
dev_pair = max(np.max(abs(bra - up_a)) / np.max(abs(up_a)),
               np.max(abs(ket - up_c)) / np.max(abs(up_c)))
assert dev_pair < 1e-9

# Symbolic solution of the pair for the first moments x and y.
z, e, v = sp.symbols("zeta eta v", positive=True)   # v = u^2
x, y, sep, val, Lab, Lcd = sp.symbols("x y sep val Lab Lcd")
solution = sp.solve([x - v/(z+v)*(y + sep*val) - Lab/(2*(z+v)),
                     y - v/(e+v)*(x - sep*val) - Lcd/(2*(e+v))], [x, y])
r_sym = z * e / (z + e)
t_sym = v / (r_sym + v)
claimed = (t_sym * e/(z+e) * sep * val + (1 - r_sym*t_sym/z) * Lab/(2*z)
           + t_sym * Lcd / (2*(z+e)))
assert sp.simplify(solution[x] - claimed) == 0

# Eight-term relation, at fixed u and for the auxiliary integrals.
quartets = [four_p, ((1, 1, 0), (1, 0, 1), (0, 1, 1), PX),
            (DXX, (0, 1, 0), PX, (0, 0, 2))]
dev_fixed = dev_aux = 0.0
for powers in quartets:
    for i in range(3):
        raised = shifted(powers, 0, i, 1)
        for m in range(3):
            terms = recurrence_terms(lambda sh, p, k: TAU**k * fixed_u(p),
                                     SHELLS, powers, i, m)
            size = np.max(sum(abs(c * f) for c, f in terms))
            err = np.max(abs(total(terms) - TAU**m * fixed_u(raised))) / size
            dev_fixed = max(dev_fixed, err)
            terms = recurrence_terms(auxiliary, SHELLS, powers, i, m)
            size = sum(abs(c * f) for c, f in terms)
            err = abs(total(terms) - auxiliary(SHELLS, raised, m)) / size
            dev_aux = max(dev_aux, err)
assert dev_fixed < 1e-9 and dev_aux < 1e-9

# Boys-function seeds against the definition of the auxiliary integrals.
four_s = (S, S, S, S)
dev_seed = max(abs(recursive(SHELLS, four_s, m) / auxiliary(SHELLS, four_s, m) - 1)
               for m in range(6))
assert dev_seed < 1e-9

# Complete recursion against direct quadrature of 1/r12.
target5, target8 = (DXX, S, PX, S), (DXX, PX, PX, PX)
mixed = ((1, 1, 0), (0, 0, 1), (0, 1, 0), PX)
direct = {p: coulomb_direct(p) for p in (four_s, target5, target8, mixed)}
dev_direct = max(abs(recursive(SHELLS, p, 0) / d - 1) for p, d in direct.items())
assert dev_direct < 1e-8

five = recurrence_terms(recursive, SHELLS, (PX, S, PX, S), 0, 0)
eight = recurrence_terms(recursive, SHELLS, four_p, 0, 0)
assert sum(c != 0 for c, f in five) == 5 and sum(c != 0 for c, f in eight) == 8
assert abs(total(five) / direct[target5] - 1) < 1e-8
assert abs(total(eight) / direct[target8] - 1) < 1e-8

# ---------- printed numbers ----------
for name, (expo, cen) in zip("abcd", SHELLS):
    print(f"{name}: exponent {expo:.1f} bohr^-2, centre {cen} bohr")
print(f"zeta {zeta:.4f}, eta {eta:.4f}, rho {rho:.4f} bohr^-2")
for name, vec in (("P", P), ("Q", Q), ("W", W)):
    print(f"{name} = ({vec[0]:.4f}, {vec[1]:.4f}, {vec[2]:.4f}) bohr")
R2 = np.sum((P - Q)**2)
K1, K2 = pair_factors(SHELLS)
print(f"|P-Q|^2 = {R2:.4f} bohr^2, T = {rho*R2:.4f} (no unit)")
print(f"K_AB = {K1:.8f}, K_CD = {K2:.8f} (no unit)")
print(f"seed prefactor = {seed_prefactor(SHELLS):.8f} bohr^5")
print(f"x: P-A {P[0]-Ax:.4f}, W-P {W[0]-P[0]:.4f}, "
      f"Q-C {Q[0]-Cx:.4f}, W-Q {W[0]-Q[0]:.4f} bohr")
for m in range(4):
    print(f"m={m}: F_m = {boys(m, rho*R2):.8f}, "
          f"(ss|ss)^m = {recursive(SHELLS, four_s, m):.8f} bohr^5")
for label, p, ms, n in (("(s s|px s)", (S, S, PX, S), (0, 1, 2), 6),
                        ("(px s|s s)", (PX, S, S, S), (1,), 6),
                        ("(px s|px s)", (PX, S, PX, S), (0, 1), 7)):
    for m in ms:
        print(f"{label}^{m} = {recursive(SHELLS, p, m):.8f} bohr^{n}")

NAMES = ("(ab|cd)^0", "(ab|cd)^1", "(a-1 b|cd)^0", "(a-1 b|cd)^1",
         "(a b-1|cd)^0", "(a b-1|cd)^1", "(ab|c-1 d)^1", "(ab|c d-1)^1")
for title, terms, target, n in (
        ("(dxx s|px s)", five, target5, 8),
        ("(dxx px|px px)", eight, target8, 10)):
    print(f"{title}: coefficient * integral = term")
    for k, (coef, integral) in enumerate(terms):
        if coef != 0:
            q = 1 if k < 2 else 2
            print(f" {NAMES[k]}: {coef:.6f} bohr^{q} * {integral:.8f} "
                  f"bohr^{n-q} = {coef*integral:.8f} bohr^{n}")
    print(f" sum of terms = {total(terms):.8f} bohr^{n}")
    print(f" direct 1/r12 quadrature = {direct[target]:.8f} bohr^{n}")
print(f"(dxy pz|py px): recursion {recursive(SHELLS, mixed, 0):.8f}, "
      f"direct {direct[mixed]:.8f} bohr^10")
print("largest relative deviations (no unit):")
print(f" three-centre overlap recurrence {dev_overlap:.1e}")
print(f" coupled pair at fixed u {dev_pair:.1e}")
print(f" eight terms at fixed u {dev_fixed:.1e}")
print(f" eight terms, auxiliary integrals {dev_aux:.1e}")
print(f" Boys-function seeds {dev_seed:.1e}")
print(f" recursion against direct quadrature {dev_direct:.1e}")
print("success")
```

Printed output:

```
a: exponent 0.8 bohr^-2, centre (0.0, 0.0, 0.0) bohr
b: exponent 1.2 bohr^-2, centre (1.0, 0.4, -0.2) bohr
c: exponent 1.0 bohr^-2, centre (0.5, -0.6, 0.9) bohr
d: exponent 2.0 bohr^-2, centre (2.0, 0.3, 0.6) bohr
zeta 2.0000, eta 3.0000, rho 1.2000 bohr^-2
P = (0.6000, 0.2400, -0.1200) bohr
Q = (1.5000, 0.0000, 0.7000) bohr
W = (1.1400, 0.0960, 0.3720) bohr
|P-Q|^2 = 1.5400 bohr^2, T = 1.8480 (no unit)
K_AB = 0.56214245, K_CD = 0.12245643 (no unit)
seed prefactor = 0.17951320 bohr^5
x: P-A 0.6000, W-P 0.5400, Q-C 1.0000, W-Q -0.3600 bohr
m=0: F_m = 0.61636178, (ss|ss)^m = 0.11064508 bohr^5
m=1: F_m = 0.12413686, (ss|ss)^m = 0.02228420 bohr^5
m=2: F_m = 0.05813274, (ss|ss)^m = 0.01043559 bohr^5
m=3: F_m = 0.03601509, (ss|ss)^m = 0.00646518 bohr^5
(s s|px s)^0 = 0.10262276 bohr^6
(s s|px s)^1 = 0.01852739 bohr^6
(s s|px s)^2 = 0.00810813 bohr^6
(px s|s s)^1 = 0.01900574 bohr^6
(px s|px s)^0 = 0.07380687 bohr^7
(px s|px s)^1 = 0.01653838 bohr^7
(dxx s|px s): coefficient * integral = term
 (ab|cd)^0: 0.600000 bohr^1 * 0.07380687 bohr^7 = 0.04428412 bohr^8
 (ab|cd)^1: 0.540000 bohr^1 * 0.01653838 bohr^7 = 0.00893073 bohr^8
 (a-1 b|cd)^0: 0.250000 bohr^2 * 0.10262276 bohr^6 = 0.02565569 bohr^8
 (a-1 b|cd)^1: -0.150000 bohr^2 * 0.01852739 bohr^6 = -0.00277911 bohr^8
 (ab|c-1 d)^1: 0.100000 bohr^2 * 0.01900574 bohr^6 = 0.00190057 bohr^8
 sum of terms = 0.07799201 bohr^8
 direct 1/r12 quadrature = 0.07799201 bohr^8
(dxx px|px px): coefficient * integral = term
 (ab|cd)^0: 0.600000 bohr^1 * -0.00098910 bohr^9 = -0.00059346 bohr^10
 (ab|cd)^1: 0.540000 bohr^1 * -0.00059630 bohr^9 = -0.00032200 bohr^10
 (a-1 b|cd)^0: 0.250000 bohr^2 * 0.01182453 bohr^8 = 0.00295613 bohr^10
 (a-1 b|cd)^1: -0.150000 bohr^2 * 0.00130383 bohr^8 = -0.00019557 bohr^10
 (a b-1|cd)^0: 0.250000 bohr^2 * -0.02920148 bohr^8 = -0.00730037 bohr^10
 (a b-1|cd)^1: -0.150000 bohr^2 * -0.00786046 bohr^8 = 0.00117907 bohr^10
 (ab|c-1 d)^1: 0.100000 bohr^2 * -0.00034986 bohr^8 = -0.00003499 bohr^10
 (ab|c d-1)^1: 0.100000 bohr^2 * 0.00215484 bohr^8 = 0.00021548 bohr^10
 sum of terms = -0.00409571 bohr^10
 direct 1/r12 quadrature = -0.00409571 bohr^10
(dxy pz|py px): recursion -0.00146840, direct -0.00146840 bohr^10
largest relative deviations (no unit):
 three-centre overlap recurrence 2.7e-16
 coupled pair at fixed u 4.9e-15
 eight terms at fixed u 6.5e-16
 eight terms, auxiliary integrals 4.2e-16
 Boys-function seeds 5.1e-15
 recursion against direct quadrature 1.1e-14
success
```
